# Young's modulus of silicon along [100], [110] and [111]: test program

```python
"""Young's modulus of a cubic crystal along a unit vector n.

Result under test:
    1/E(n) = s11 - 2 (s11 - s12 - s44/2) Q,
    Q = n1^2 n2^2 + n2^2 n3^2 + n3^2 n1^2.
C11, C12, C44: cubic stiffnesses (GPa); s11, s12, s44: compliances (1/GPa).
K = (C11 + 2 C12)/3 is the bulk modulus, Cp = (C11 - C12)/2 a shear modulus.
The independent road rotates the full stiffness tensor into the bar frame
and inverts the 6x6 stiffness matrix numerically.
"""
import numpy as np
from scipy.constants import giga

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def compliances(c11, c12, c44):
    d = (c11 - c12) * (c11 + 2 * c12)
    return (c11 + c12) / d, -c12 / d, 1 / c44


def direction_factor(n):
    a, b, c = (np.asarray(n, float) / np.linalg.norm(n)) ** 2
    return a * b + b * c + c * a


def young_formula(constants, n):
    s11, s12, s44 = compliances(*constants)
    return 1 / (s11 - 2 * (s11 - s12 - s44 / 2) * direction_factor(n))


def young_from_modes(bulk, cp, c44, n):
    q = direction_factor(n)
    return 1 / (1 / (9 * bulk) + (1 - 3 * q) / (3 * cp) + q / c44)


def bar_stiffness(constants, n, width):
    """6x6 stiffness (engineering shear) with axes: bar, width, thickness."""
    c11, c12, c44 = constants
    one = np.eye(3)
    tensor = (c12 * np.einsum('ij,kl->ijkl', one, one)
              + c44 * np.einsum('ik,jl->ijkl', one, one)
              + c44 * np.einsum('il,jk->ijkl', one, one))
    for a in range(3):
        tensor[a, a, a, a] += c11 - c12 - 2 * c44
    x = np.asarray(n, float) / np.linalg.norm(n)
    y = np.asarray(width, float)
    y = y - x * (x @ y)
    y /= np.linalg.norm(y)
    r = np.array([x, y, np.cross(x, y)])
    for _ in range(4):  # each pass rotates one index and cycles the order
        tensor = np.tensordot(tensor, r, axes=([0], [1]))
    return np.array([[tensor[p + q] for q in PAIRS] for p in PAIRS])


def young_direct(constants, n, width):
    return 1 / np.linalg.inv(bar_stiffness(constants, n, width))[0, 0]


def energy(v, second, third):
    """Cubic strain energy density to third order in Lagrangian strain."""
    c11, c12, c44 = second
    c111, c112, c123, c144, c155, c456 = third
    a, b, c, f, g, h = v
    w = c11 * (a*a + b*b + c*c) / 2 + c12 * (a*b + b*c + c*a)
    w += c44 * (f*f + g*g + h*h) / 2
    w += c111 * (a**3 + b**3 + c**3) / 6 + c123 * a*b*c + c456 * f*g*h
    w += c112 * (a*a*(b + c) + b*b*(a + c) + c*c*(a + b)) / 2
    w += c144 * (a*f*f + b*g*g + c*h*h) / 2
    w += c155 * (a*(g*g + h*h) + b*(f*f + h*h) + c*(f*f + g*g)) / 2
    return w


def secant_modulus(second, third, n, stress):
    """Nominal stress / engineering strain; n must be a symmetry axis."""
    x, y, z = np.asarray(n, float) / np.linalg.norm(n)
    load = np.array([x*x, y*y, z*z, y*z, x*z, x*y])
    linear = np.linalg.inv(bar_stiffness(second, [1, 0, 0], [0, 1, 0]))
    v = linear @ load * stress
    step = 1e-30
    for _ in range(60):
        grad = np.array([energy(v + 1j * step * e, second, third).imag / step
                         for e in np.eye(6)])
        residual = grad - stress * load
        v = v - linear @ residual
    assert np.max(np.abs(residual)) < 1e-11
    stretch = np.sqrt(1 + 2 * load @ v)
    return stretch * stress / (stretch - 1)


# Customary room-temperature inputs for lightly doped silicon, in GPa.
silicon = (165.7, 63.9, 79.6)
c11, c12, c44 = silicon
bulk, cp = (c11 + 2 * c12) / 3, (c11 - c12) / 2
s11, s12, s44 = compliances(*silicon)
axes = {'[100]': ([1, 0, 0], [0, 1, 0]),
        '[110]': ([1, 1, 0], [-1, 1, 0]),
        '[111]': ([1, 1, 1], [1, 1, -2])}
young = {k: young_formula(silicon, n) for k, (n, w) in axes.items()}

# General formula and mode split against the rotated, inverted stiffness.
rng = np.random.default_rng(7)
soft_c44 = (165.7, 63.9, 30.0)
for constants in (silicon, soft_c44, (110.0, 60.0, 28.0)):
    k_mod = (constants[0] + 2 * constants[1]) / 3
    shear = (constants[0] - constants[1]) / 2
    ends = [young_direct(constants, *axes[k]) for k in ('[100]', '[111]')]
    for _ in range(300):
        n, width = rng.normal(size=3), rng.normal(size=3)
        direct = young_direct(constants, n, width)
        assert np.isclose(young_formula(constants, n), direct, rtol=1e-9)
        modes = young_from_modes(k_mod, shear, constants[2], n)
        assert np.isclose(modes, direct, rtol=1e-9)
        assert min(ends) - 1e-8 <= direct <= max(ends) + 1e-8
    assert (ends[1] > ends[0]) == (constants[2] > shear)

# Closed forms on the three axes against the direct road.
closed = {'[100]': (c11 - c12) * (c11 + 2 * c12) / (c11 + c12),
          '[110]': 4 / (2 * s11 + 2 * s12 + s44),
          '[111]': 3 * c44 * (c11 + 2 * c12) / (c11 + 2 * c12 + c44)}
for k, target in zip(axes, (130, 169, 188)):
    direct = young_direct(silicon, *axes[k])
    assert np.isclose(closed[k], direct, rtol=1e-10)
    assert abs(direct - target) < 0.5

# Wide plate: width strain blocked, all other lateral strains free.
plate, poisson = {}, {}
for k, (n, width) in axes.items():
    stiff = bar_stiffness(silicon, n, width)
    comp = np.linalg.inv(stiff)
    nu12, nu21 = -comp[0, 1] / comp[0, 0], -comp[0, 1] / comp[1, 1]
    poisson[k] = nu12
    plate[k] = young[k] / (1 - nu12 * nu21)
    reduced = stiff[0, 0] - stiff[0, 2:] @ np.linalg.solve(
        stiff[2:, 2:], stiff[2:, 0])
    assert np.isclose(plate[k], reduced, rtol=1e-10)

# Nonlinear energy: isotropic constants must give one modulus on all axes.
v1, v2, v3 = -50.0, -80.0, -60.0
iso_third = (v1 + 6*v2 + 8*v3, v1 + 2*v2, v1, v2, v2 + 2*v3, v3)
iso_second = (160.0, 60.0, 50.0)
iso = [secant_modulus(iso_second, iso_third, n, 0.5)
       for n, w in axes.values()]
assert np.ptp(iso) < 1e-6 * iso[0]
assert abs(iso[0] / young_formula(iso_second, [1, 0, 0]) - 1) > 1e-3

# Rough third-order constants of silicon (GPa): 111,112,123,144,155,456.
third = (-800.0, -450.0, -60.0, 10.0, -300.0, -60.0)
load_nl = 0.2  # GPa
nonlinear = {}
for k, (n, width) in axes.items():
    small = secant_modulus(silicon, third, n, 1e-4)
    assert np.isclose(small, young[k], rtol=1e-4)
    nonlinear[k] = secant_modulus(silicon, third, n, load_nl) / young[k] - 1

# Largest change of modulus on a cone around each axis.
tilt_deg = 2.0
tilt = np.radians(tilt_deg)
misaligned = {}
for k, (n, width) in axes.items():
    x = np.array(n) / np.linalg.norm(n)
    y = np.array(width) / np.linalg.norm(width)
    z = np.cross(x, y)
    changes = [young_formula(silicon, np.cos(tilt) * x + np.sin(tilt)
                             * (np.cos(p) * y + np.sin(p) * z)) / young[k] - 1
               for p in np.linspace(0, 2 * np.pi, 361)]
    misaligned[k] = max(changes, key=abs)

# Other neglected effects, all from rough inputs.
slopes = np.array([-75.0, -90.0, -60.0])  # ppm/K for C11, C12, C44
heating = 100.0  # K
warm = tuple(np.array(silicon) * (1 + slopes * 1e-6 * heating))
doping_drop = 0.03
expansion, temperature, heat_capacity = 2.6e-6, 300.0, 1.6e6  # SI units
rounded = tuple(float(round(c)) for c in silicon)

print(f"Inputs C11, C12, C44: {c11:.1f}, {c12:.1f}, {c44:.1f} GPa")
print(f"C11-C12, C11+2C12: {c11-c12:.1f}, {c11+2*c12:.1f} GPa")
print(f"K, C': {bulk:.2f}, {cp:.2f} GPa; A = C44/C' = {c44/cp:.3f}")
print(f"s11, s12, s44: {1e3*s11:.4f}, {1e3*s12:.4f}, {1e3*s44:.4f} 1/TPa")
print(f"s11-s12-s44/2: {1e3*(s11-s12-s44/2):.4f} 1/TPa")
stress = 0.1  # GPa
print(f"Bar stress for the axial strains: {1e3*stress:.0f} MPa")
for k, (n, width) in axes.items():
    print(f"{k} Q = {direction_factor(n):.4f}, 1/E = {1e3/young[k]:.4f} 1/TPa,"
          f" E = {young[k]:.1f} GPa")
    print(f"{k} axial strain = {1e6*stress/young[k]:.0f} microstrain")
print(f"Ratio E111/E100: {young['[111]']/young['[100]']:.3f}")
print("Constants rounded to whole GPa:", ", ".join(f"{c:.0f}" for c in rounded))
for k, (n, width) in axes.items():
    print(f"{k} E from rounded constants: {young_formula(rounded, n):.1f} GPa")
print("Neglected effects (rough inputs):")
print(f"tilt {tilt_deg:.0f} deg; heating {heating:.0f} K;"
      f" C' drop by doping {100*doping_drop:.0f} %;"
      f" nonlinear load {1e3*load_nl:.0f} MPa")
print("slopes of C11, C12, C44:", ", ".join(f"{s:.0f}" for s in slopes), "ppm/K")
print("C111,C112,C123,C144,C155,C456:",
      ", ".join(f"{c:.0f}" for c in third), "GPa")
print(f"expansion {1e6*expansion:.1f} ppm/K, T = {temperature:.0f} K,"
      f" heat capacity {heat_capacity/1e6:.1f} MJ/(m^3 K)")
for k, (n, width) in axes.items():
    hot = young_formula(warm, n) / young[k] - 1
    doped = young_from_modes(bulk, cp * (1 - doping_drop), c44, n)
    x = young[k] * giga * expansion**2 * temperature / heat_capacity
    isothermal = 1 / (1 + x) - 1
    print(f"{k} width Poisson ratio {poisson[k]:.3f}, plate modulus"
          f" {plate[k]:.1f} GPa ({100*(plate[k]/young[k]-1):+.2f} %)")
    print(f"{k} change of E: tilt {100*misaligned[k]:+.2f} %,"
          f" heating {100*hot:+.2f} %, doping {100*(doped/young[k]-1):+.2f} %")
    print(f"{k} change of E: nonlinear {100*nonlinear[k]:+.2f} %,"
          f" adiabatic to isothermal {100*isothermal:+.3f} %")
print("all tests passed")
```

It prints:

```
Inputs C11, C12, C44: 165.7, 63.9, 79.6 GPa
C11-C12, C11+2C12: 101.8, 293.5 GPa
K, C': 97.83, 50.90 GPa; A = C44/C' = 1.564
s11, s12, s44: 7.6845, -2.1387, 12.5628 1/TPa
s11-s12-s44/2: 3.5418 1/TPa
Bar stress for the axial strains: 100 MPa
[100] Q = 0.0000, 1/E = 7.6845 1/TPa, E = 130.1 GPa
[100] axial strain = 768 microstrain
[110] Q = 0.2500, 1/E = 5.9136 1/TPa, E = 169.1 GPa
[110] axial strain = 591 microstrain
[111] Q = 0.3333, 1/E = 5.3233 1/TPa, E = 187.9 GPa
[111] axial strain = 532 microstrain
Ratio E111/E100: 1.444
Constants rounded to whole GPa: 166, 64, 80
[100] E from rounded constants: 130.4 GPa
[110] E from rounded constants: 169.7 GPa
[111] E from rounded constants: 188.7 GPa
Neglected effects (rough inputs):
tilt 2 deg; heating 100 K; C' drop by doping 3 %; nonlinear load 200 MPa
slopes of C11, C12, C44: -75, -90, -60 ppm/K
C111,C112,C123,C144,C155,C456: -800, -450, -60, 10, -300, -60 GPa
expansion 2.6 ppm/K, T = 300 K, heat capacity 1.6 MJ/(m^3 K)
[100] width Poisson ratio 0.278, plate modulus 141.1 GPa (+8.40 %)
[100] change of E: tilt +0.11 %, heating -0.68 %, doping -2.57 %
[100] change of E: nonlinear +0.12 %, adiabatic to isothermal -0.016 %
[110] width Poisson ratio 0.062, plate modulus 169.8 GPa (+0.39 %)
[110] change of E: tilt -0.15 %, heating -0.66 %, doping -0.85 %
[110] change of E: nonlinear -0.28 %, adiabatic to isothermal -0.021 %
[111] width Poisson ratio 0.180, plate modulus 193.5 GPa (+3.00 %)
[111] change of E: tilt -0.11 %, heating -0.65 %, doping +0.00 %
[111] change of E: nonlinear -0.12 %, adiabatic to isothermal -0.024 %
all tests passed
```
